# RPA correlation energy from the trace-log formula and its high-density jellium limit

In a metal the Coulomb interaction between two electrons is screened by all the others. Perturbation theory misses this when it is stopped at second order: for the uniform electron gas the second-order energy diverges, because two density fluctuations of long wavelength interact through the bare $4\pi/q^2$. A finite correlation energy requires the response of the medium to its own field. The random-phase approximation (RPA) includes that response at the simplest level, and for a dense gas its energy can be worked out almost entirely by hand. Hartree atomic units are used throughout, and the system is spin-unpolarized.

Let the interaction be switched on as $\lambda W$, with $0\le\lambda\le1$, while a one-body potential $V_\lambda$ keeps the density $n(\mathbf r)$ at its physical value. For the ground-state energy $E_\lambda$ of $T+V_\lambda+\lambda W$ the Hellmann–Feynman theorem gives
$$\frac{dE_\lambda}{d\lambda}=\langle W\rangle_\lambda+\int n\,\frac{dV_\lambda}{d\lambda}\,d\mathbf r .$$
At $\lambda=0$ the state is a determinant $\Phi$ with $E_0=\langle\Phi|T+V_0|\Phi\rangle$. Integrating over $\lambda$, with $n$ fixed, gives $E_1=\langle\Phi|T+V_1|\Phi\rangle+\int_0^1\langle W\rangle_\lambda d\lambda$. The correlation energy is defined as $E_c=E_1-\langle\Phi|T+V_1+W|\Phi\rangle$, so that
$$E_c=\int_0^1d\lambda\,\big(\langle W\rangle_\lambda-\langle W\rangle_0\big).$$

In terms of the density operator, $W=\frac12\iint v(\mathbf r,\mathbf r')[\hat n(\mathbf r)\hat n(\mathbf r')-\delta(\mathbf r-\mathbf r')\hat n(\mathbf r)]$. The last term removes self-interaction; it depends on the density alone and cancels in the difference. What remains is the change in the fluctuations $\langle\delta\hat n\,\delta\hat n'\rangle$, where $\delta\hat n=\hat n-n$. These follow from the density response. For real eigenstates with excitation energies $\Omega_m$, the two terms of the response function combine at imaginary frequency through $\frac{1}{iu-\Omega}-\frac1{iu+\Omega}=-\frac{2\Omega}{\Omega^2+u^2}$:
$$\chi_\lambda(\mathbf r,\mathbf r';iu)=-\sum_{m>0}\frac{2\Omega_m}{\Omega_m^2+u^2}\langle0|\delta\hat n(\mathbf r)|m\rangle\langle m|\delta\hat n(\mathbf r')|0\rangle .$$
Since $\int_0^\infty 2\Omega/(\Omega^2+u^2)\,du=\pi$, completeness gives $\langle\delta\hat n\,\delta\hat n'\rangle_\lambda=-\frac1\pi\int_0^\infty\chi_\lambda\,du$. Including the factor $\frac12$ of $W$,
$$E_c=-\frac1{2\pi}\int_0^1d\lambda\int_0^\infty du\,\mathrm{Tr}\,[v(\chi_\lambda-\chi_0)].$$
No approximation has been made so far.

In the RPA the electrons respond as independent particles to the external field plus the Hartree field of the induced density:
$$\chi_\lambda=\chi_0+\lambda\chi_0v\chi_\lambda,\qquad \chi_\lambda=(1-\lambda\chi_0v)^{-1}\chi_0 .$$
The exchange-correlation part of the induced field is left out. The spectral form shows that $-\chi_0(iu)$ is positive semidefinite, and $v$ is positive, so $v^{1/2}\chi_0v^{1/2}$ has eigenvalues $-x_j$ with $x_j\ge0$. The inverse therefore exists for every $\lambda$ in the range. For each eigenvalue
$$\int_0^1\left[-\frac{x}{1+\lambda x}+x\right]d\lambda=-\ln(1+x)+x ,$$
and the prefactor $-1/2\pi$ turns this into
$$E_c^{\rm RPA}=\frac1{2\pi}\int_0^\infty du\,\mathrm{Tr}\left[\ln(1-\chi_0v)+\chi_0v\right]. \tag{1}$$
The integrand is $\ln(1+x)-x\le0$ for each eigenvalue, so the RPA correlation energy is never positive. For small $x$ it begins with $-x^2/2$: the added $\chi_0v$ removes the first order, which is already in the energy of $\Phi$.

In plane waves $v$ is diagonal and $\chi_0$ is a matrix in the reciprocal-lattice vectors $G,G'$. For real orbitals in a one-dimensional cell of length $L$, let $p$ label a pair of an occupied and an empty orbital, with gap $\Delta_p$ and pair density $\rho_p(G)=\langle i|e^{-iGx}|a\rangle$. With a factor 2 for spin,
$$\chi_{0,GG'}=-\frac1L\sum_p\frac{4\Delta_p}{\Delta_p^2+u^2}\rho_p(G)\rho_p^*(G').$$
The determinant of $1-\chi_0v$ can be taken in the space of pairs instead, because $\det(1+XY)=\det(1+YX)$. With $K_{pp'}=\frac1L\sum_Gv_G\rho_p(G)\rho^*_{p'}(G)$,
$$\det(1-\chi_0v)=\frac{\det[\Delta^2+u^2+4\Delta^{1/2}K\Delta^{1/2}]}{\det[\Delta^2+u^2]}=\prod_j\frac{\Omega_j^2+u^2}{\Delta_j^2+u^2},$$
where $\Omega_j^2$ are the eigenvalues of $\Delta^2+4\Delta^{1/2}K\Delta^{1/2}$. Using $\mathrm{Tr}\ln=\ln\det$, $\int_0^\infty\ln\frac{\Omega^2+u^2}{\Delta^2+u^2}du=\pi(\Omega-\Delta)$ and $\int_0^\infty\frac{4\Delta K}{\Delta^2+u^2}du=2\pi K$, equation (1) becomes
$$E_c^{\rm RPA}=\tfrac12\sum_p(\Omega_p-\Delta_p-2K_{pp}).$$
This is the zero-point energy shift of coupled oscillators, less its first-order part. As a model, take six electrons in one periodic cell with $L=2\pi$ bohr, potential $V_0\cos x$ with $V_0=1$ hartree, and $v_G=g/G^2$ with $g=4$ hartree/bohr and $G=0$ omitted. With the orbitals expanded in 11 plane waves, the trace-log, the coupling integral and this mode sum all give $-0.389081$ hartree. With these orbitals held fixed, keeping $|G|\le1$, 2 and 4 bohr$^{-1}$ in the response matrix gives 80, 95 and 99.8 per cent of that value. The orbital basis itself is not converged: enlarging it lowers the energy by 0.0014 hartree, to $-0.3904$, and the fractions become 79, 94 and 99.5 per cent. The approach is from above because enlarging a Hermitian matrix by a row and column cannot lower its ordered $x_j$, and $\ln(1+x)-x$ decreases with $x$.

What the RPA omits can be seen in a two-site Hubbard model with two electrons and hopping 1. The exact singlet energy is $(U-\sqrt{U^2+16})/2$ and the determinant has $-2+U/2$, hence $E_c=2-\frac12\sqrt{U^2+16}\approx-U^2/16$. In the RPA the one density mode has $\Delta=2$ and $\Omega^2=\Delta^2+2\Delta U$, so
$$E_c^{\rm RPA}=\tfrac12(\Omega-\Delta-U)\approx-\frac{U^2}{4\Delta}=-\frac{U^2}{8},$$
twice the exact second order. The direct term counts four equal spin combinations; exchange would cancel the two with parallel spins. At $U=2$ hartree the RPA gives $-0.268$ against the exact $-0.236$ hartree, a smaller relative error than at weak coupling. The reason is that the two curves cross: both formulas give $-0.5$ at $U=3$, and at $U=8$ the RPA gives $-2.000$ against $-2.472$ hartree, too small in magnitude by 19 per cent.

For the uniform gas the orbitals are plane waves, $\chi_0$ is diagonal in $\mathbf q$, and a rigid positive background removes $q=0$. The density is $n=k_F^3/3\pi^2=3/(4\pi r_s^3)$, which gives $k_F=1/(\alpha r_s)$ with $\alpha=(4/9\pi)^{1/3}=0.5211$. Let $D=\frac12q^2+\mathbf k\cdot\mathbf q$ be the energy needed to move an electron from $\mathbf k$ to $\mathbf k+\mathbf q$. Only moves into empty states count, but the integral may run over the whole Fermi sphere. If $\mathbf k$ and $\mathbf k+\mathbf q$ are both occupied, so are $-\mathbf k-\mathbf q$ and $-\mathbf k$, and the move from $-\mathbf k-\mathbf q$ to $-\mathbf k$ has the opposite $D$; terms odd in $D$ therefore cancel in such pairs. The same combination of two poles as before then gives
$$\chi_0(q,iu)=-4\int_{k<k_F}\frac{d^3k}{(2\pi)^3}\frac{D}{u^2+D^2}.$$
Set $Q=q/k_F$, $w=u/(qk_F)$, $h=Q/2$, and let $z$ be the component of $\mathbf k/k_F$ along $\mathbf q$. Then $D=k_F^2Q(h+z)$ and $u=k_F^2Qw$. The slice of the Fermi sphere at $z$ has area $\pi(1-z^2)$, so $\chi_0=-(k_F/\pi^2)F$ with
$$F(Q,w)=\frac1{4h}\int_{-1}^1(1-z^2)\,g(z+h)\,dz,\qquad g(s)=\frac{s}{s^2+w^2}.$$
With $s=z+h$ one has $1-z^2=1-h^2+2hs-s^2$, and elementary integration gives
$$F=\tfrac12\left[1+\frac{1+w^2-h^2}{4h}\ln\frac{(1+h)^2+w^2}{(1-h)^2+w^2}-w\left(\arctan\frac{1+h}{w}+\arctan\frac{1-h}{w}\right)\right].$$

For small $Q$, expand $g(z+h)$ in $h$. Since $g$ is odd, only odd powers of $h$ survive:
$$F=\tfrac14\int_{-1}^1(1-z^2)\left[g'(z)+\tfrac{h^2}6g'''(z)+\dots\right]dz .$$
One integration by parts turns the first term into
$$R(w)=\int_0^1\frac{z^2}{z^2+w^2}dz=1-w\arctan\frac1w .$$
In the second, two integrations by parts give $\int(1-z^2)g'''dz=4[g'(1)-g(1)]=-8/(1+w^2)^2$. Hence
$$F=R(w)-\frac{Q^2}{12(1+w^2)^2}+\dots \tag{2}$$

The eigenvalue in (1) is now $x=\frac{4\pi}{q^2}\frac{k_F}{\pi^2}F=\kappa F/Q^2$, with $\kappa=4\alpha r_s/\pi=0.6634\,r_s$. In the static long-wavelength limit $F\to1$, and $1+x=1+\kappa/Q^2$ is Thomas–Fermi screening with wave number $\sqrt\kappa\,k_F$. The energy per electron is $\frac1n\int\frac{q^2dq}{2\pi^2}\frac1{2\pi}\int du$ of the bracket in (1). With $du=k_F^2Q\,dw$ the prefactor is $\frac{3\pi^2}{k_F^3}\cdot\frac{k_F^5}{4\pi^3}=\frac{3k_F^2}{4\pi}$:
$$\varepsilon_c=\frac{3k_F^2}{4\pi}\int_0^\infty Q^3dQ\int_0^\infty dw\left[\ln\Big(1+\frac{\kappa F}{Q^2}\Big)-\frac{\kappa F}{Q^2}\right]. \tag{3}$$

High density means $\kappa\ll1$. Expanding the logarithm to second order would give $-\frac{\kappa^2}2\int J(Q)\,dQ/Q$ with $J(Q)=\int_0^\infty F^2dw$. This diverges at small $Q$ because $J(0)\neq0$. To find $J(0)$, write $R^2$ as a double integral over $a$ and $b$ and use $\int_0^\infty\frac{dw}{(w^2+a^2)(w^2+b^2)}=\frac{\pi}{2ab(a+b)}$:
$$J(0)=\frac\pi2\int_0^1\!\!\int_0^1\frac{ab}{a+b}\,da\,db=\frac\pi2\cdot2\int_0^1a^2da\int_0^1\frac{s\,ds}{1+s}=\frac\pi3(1-\ln2).$$
Here the square was halved by symmetry and $b=as$ was set. The full logarithm in (3) removes the divergence at $Q^2\sim\kappa$, where $x\sim1$.

Choose $Q_c$ with $\kappa\ll Q_c^2\ll1$. Below $Q_c$ replace $F$ by $R$, and set $a=\kappa R$, $t=Q^2$, $T=Q_c^2$. By parts,
$$\int_0^Tt\ln\Big(1+\frac at\Big)dt=\frac{T^2}2\ln\Big(1+\frac aT\Big)+\frac a2\Big[T-a\ln\Big(1+\frac Ta\Big)\Big]\approx aT-\frac{a^2}4-\frac{a^2}2\ln\frac Ta .$$
Subtracting $aT$, and halving because $Q^3dQ=\frac12t\,dt$, leaves $\frac{a^2}4\left[\ln\frac a{Q_c^2}-\frac12\right]$. Let $\langle\ln R\rangle$ be the average of $\ln R$ over $w$ with weight $R^2$. The inner region then contributes
$$\frac{\kappa^2J(0)}4\left[\ln\kappa-2\ln Q_c-\tfrac12+\langle\ln R\rangle\right].$$
Above $Q_c$ the second-order term suffices, and
$$-\frac{\kappa^2}2\int_{Q_c}^\infty\frac{J}{Q}dQ=\frac{\kappa^2}2\left[J(0)\ln Q_c-I_<-I_>\right],$$
$$I_<=\int_0^1\frac{J(Q)-J(0)}Q\,dQ,\qquad I_>=\int_1^\infty\frac{J(Q)}Q\,dQ .$$
The second integral converges: for large $Q$, $F\approx\frac13(w^2+Q^2/4)^{-1}$ and $J\approx2\pi/9Q^3$.

The terms in $\ln Q_c$ cancel, as they must for an arbitrary division. The prefactor is $\frac{3k_F^2\kappa^2}{4\pi}=\frac{12}{\pi^3}$, since $k_F\kappa=4/\pi$. Therefore
$$\varepsilon_c^{\rm RPA}=A\ln r_s+C+\dots,\qquad A=\frac{3J(0)}{\pi^3}=\frac{1-\ln2}{\pi^2},$$
$$C=A\left[\ln\frac{4\alpha}\pi-\tfrac12+\langle\ln R\rangle\right]-\frac6{\pi^3}(I_<+I_>).$$

Numerically $A=0.03109$ hartree. Quadrature gives $\langle\ln R\rangle=-0.5507$, $I_<=-0.0322$ and $I_>=0.1649$. The first part of $C$ is $0.03109\,(-0.4103-0.5-0.5507)=-0.0454$, and the second is $-0.1935\times0.1327=-0.0257$. Their sum is $C=-0.0711$, so
$$\varepsilon_c^{\rm RPA}\simeq0.0311\ln r_s-0.071\ \text{hartree per electron}\qquad(r_s\to0),$$
or $0.846\ln r_s-1.935$ in eV.

The first correction comes from the cubic term of the logarithm, $Q^3x^3/3=\kappa^3F^3/3Q^3$. By (2), $F^3$ contains $-R^2Q^2/[4(1+w^2)^2]$, which again produces $dQ/Q$, now between $\sqrt\kappa$ and a number of order one. That integral is $-\frac12\ln\kappa$ plus a constant. Collecting factors,
$$\frac{12}{\pi^3}\,\kappa\ln\kappa\,\frac1{24}\int_0^\infty\frac{R^2dw}{(1+w^2)^2}=B\,r_s\ln r_s+O(r_s),\qquad B=\frac{2\alpha}{\pi^4}\int_0^\infty\frac{R^2dw}{(1+w^2)^2},$$
with $B=0.00271$ hartree.

Equation (3) can also be integrated without any expansion. Its values at $r_s=10^{-5}$ and $10^{-4}$ alone give $A=0.03109$ and $C=-0.0711$ hartree, and the remainders at $10^{-4}$ and $10^{-3}$ give $B=0.00271$ hartree, in agreement with the formulas. The two-term law is off by about 1 per cent of the full RPA energy at $r_s=0.1$. At $r_s=1$ it gives $-0.0711$ against $-0.0788$ hartree, an error of 10 per cent, and at $r_s=2$ the error is 20 per cent. Near $r_s=e^{0.0711/0.0311}\approx10$ the law changes sign, which the RPA energy cannot do. It is a high-density law and does not describe the RPA at such densities. The numerical output lists the full comparison.

The constant $-0.071$ belongs to the RPA and is not that of the true gas. Second-order exchange has two interactions, each scaling as $1/r_s$, and one energy denominator scaling as $1/r_s^2$, so it too is of order $r_s^0$. It brings no logarithm. At small $q$ the two excited pairs have a phase space proportional to $q^2$ and an energy denominator proportional to $q$. The direct term therefore behaves as $q^2dq\cdot q^2/(q^4q)=dq/q$. In the exchange term one factor $1/q^2$ is replaced by an interaction at a momentum transfer that stays finite for typical pairs, which leaves $q\,dq$. Exchange thus shifts $C$, by $+0.024$ hartree, and leaves the coefficient $0.0311$ unchanged at this order. The coefficient $B$, like $C$, counts only the terms contained in the RPA.

## Calculated quantities

```
TWO-SITE HUBBARD MODEL, hopping 1 hartree
U = 2.0 hartree
exact E_c               = -0.236068 hartree
E_c, coupling integral  = -0.236068 hartree
E_c, RPA                = -0.267949 hartree
RPA/exact at U = 0.01 hartree: 1.9901
PLANE-WAVE LATTICE, period 2 pi bohr
V0 = 1.0 hartree (potential V0 cos x)
v_G = g/G^2, g = 4.0 hartree/bohr
electrons 6, plane waves 11, G vectors 20
smallest gap            = 1.202870 hartree
E_c, trace-log          = -0.38908095 hartree
E_c, coupling integral  = -0.38908095 hartree
E_c, mode sum           = -0.38908095 hartree
E_c with |G| <= 1/bohr   = -0.30970106 hartree
E_c with |G| <= 2/bohr   = -0.36818722 hartree
E_c with |G| <= 4/bohr   = -0.38824237 hartree
UNIFORM GAS, coefficients
alpha                   = 0.521062
kappa/rs = 4 alpha/pi   = 0.663436
ln(4 alpha/pi)          = -0.410322
J(0)                    = 0.321336
J(0.01)                 = 0.321329
mean ln R, weight R^2   = -0.550655
int_0^1 (J-J(0)) dQ/Q   = -0.032169
int_1^inf J dQ/Q        = 0.164859
C, inner part           = -0.045423 hartree
C, outer part           = -0.025677 hartree
A = 0.031091 hartree = 0.8460 eV
C = -0.071099 hartree = -1.9347 eV
B = 0.002710 hartree
Extracted from the full double integral:
A = 0.031089, C = -0.071114, B = 0.002709 hartree
rs, full RPA, A ln rs + C, difference (hartree)
 0.00001   -0.429045   -0.429044  -0.0000004
 0.00010   -0.357459   -0.357455  -0.0000032
 0.00100   -0.285892   -0.285866  -0.0000259
 0.01000   -0.214474   -0.214277  -0.0001970
 0.10000   -0.144042   -0.142688  -0.0013535
 0.50000   -0.097341   -0.092650  -0.0046915
 1.00000   -0.078799   -0.071099  -0.0077000
 2.00000   -0.061801   -0.049549  -0.0122521
```
